At what temperature does a defect population freeze in on cooling?

**Question.** A crystal is cooled at a steady rate, and its equilibrium defect concentration falls with temperature. The defects need time to reach the sinks where they disappear, and that time grows as the crystal cools. At about what temperature does the population stop following equilibrium, how does this temperature scale with cooling rate and sink spacing, and how many defects are left? Take anion vacancies in NaCl, cooled at 1 K/s, as the case to be worked out.

**Answer.**

**The model**

Let c be the fraction of sites that carry the defect, and c_eq(T) its equilibrium value. Assume linear relaxation with a thermally activated time:

dc/dt = −(c − c_eq)/τ,  τ(T) = τ0 exp(Ea/kT).

Ea is the activation energy of the relaxation. For defects that migrate to existing sinks it is the migration energy, not the formation energy. The cooling rate q = −dT/dt is positive and constant.

**The freezing criterion**

As the crystal cools, τ lengthens. By the chain rule,

dτ/dt = (dτ/dT)(dT/dt) = [−τ Ea/(kT²)](−q) = τ q Ea/(kT²).

The time in which τ would grow by a factor e at this instantaneous rate is therefore kT²/(Ea q). While τ is much shorter than this, the defects keep up. Once τ is much longer, each further relaxation step recedes faster than it can be completed. The changeover is estimated by equating the two times:

τ(Tf) = k Tf²/(Ea q).

This is the same as dτ/dt = 1: the relaxation time grows by one second per second.

Put x = Ea/(k Tf). Then k Tf²/(Ea q) = Ea/(k q x²), and the criterion becomes

x² e^x = A,  A = Ea/(k q τ0).

The left side rises steadily from zero for x > 0, so there is one positive root. Taking the square root and dividing by 2 gives

(x/2) e^(x/2) = √A/2.

The Lambert function W is defined by W(z) e^(W(z)) = z, so

x = 2 W(√A/2),  Tf = Ea/(k x).

By hand, one iterates x = ln A − 2 ln x, which converges quickly when x is large.

**Numbers for NaCl**

A small amount of divalent cations, site fraction c_d = 10⁻⁷, is compensated by cation vacancies. As long as anion vacancies are much rarer, the cation-vacancy fraction stays at c_d. The product of the two vacancy fractions is the Schottky product K_S, so

c_eq = K_S/c_d,  K_S = exp(S/k) exp(−Ef/kT).

The full Schottky energy Ef = 2.40 eV thus governs the anion vacancies. The formation entropy is S = 8k, and the migration energy is Ea = 0.80 eV.

An anion vacancy has 12 neighbouring anion sites at distance d = 0.40 nm. With attempt frequency ν = 5×10¹² s⁻¹ for each jump,

D0 = 12 d²ν/6 = 2d²ν = 0.016 cm²/s.

Take plane sinks L = 10 µm apart. The slowest diffusion mode, sin(πz/L), decays at the rate Dπ²/L², so

τ0 = L²/(π²D0) = 6.33×10⁻⁶ s.

At q = 1 K/s this gives A = 1.466×10⁹ and ln A = 21.11. Starting the iteration at x = 16 gives 15.56, then 15.62; the root is x = 15.61. Hence

Tf = 595 K (322 °C),  τ(Tf) = 38 s.

At this rate, 38 s corresponds to 38 K of cooling, which is also kTf²/Ea = Tf/x. Freezing is spread over a range of this order; it is not a sharp transition.

**How the temperature scales**

Take the logarithm of x² e^x = A at fixed Ea and τ0, and differentiate:

(1 + 2/x) dx = −d ln q.

Since Tf is proportional to 1/x, dTf = −(Tf/x) dx, and therefore

dTf/d ln q = Tf/(x + 2) = 594.7 K/17.61 = 33.8 K.

The dependence on rate is logarithmic, with a slowly changing slope. Cooling ten times more slowly lowers Tf to 526 K; cooling ten times faster raises it to 683 K. The upward step is larger because Tf/(x + 2) grows as Tf rises and x falls.

Only the product qτ0 enters A, and τ0 is proportional to L². Making the sink spacing ten times larger therefore has the same effect on Tf as cooling a hundred times faster.

The activation energy matters more. At fixed q and τ0, A is proportional to Ea, so (1 + 2/x) dx = d ln Ea. With d ln Tf = d ln Ea − dx/x,

d ln Tf/d ln Ea = 1 − 1/(x + 2) = 0.94.

Tf is almost proportional to Ea. Changing Ea to 0.75 or 0.85 eV gives 560 or 630 K.

**How many defects are left**

To see what the criterion estimates, count the relaxation still to come:

u(T) = ∫₀ᵀ dT′/[qτ(T′)].

With y = Ea/(kT′), dT′ = −(Ea/k) dy/y². Writing z = Ea/(kT) and integrating by parts repeatedly,

u = A ∫_z^∞ e^(−y) y⁻² dy = A e^(−z) z⁻² (1 − 2/z + 6/z² − …).

At Tf, z = x and A = x² e^x, so u = 1 − 2/x + 6/x² − …. The integral itself gives 0.89 here. The criterion thus marks the point at which about one relaxation time remains in the whole of the later cooling.

Because du/dt = −1/τ, the rate equation becomes

dc/du = c − c_eq.

Multiplying by e^(−u) turns this into d(c e^(−u))/du = −c_eq e^(−u). Integrating from u = 0, the end of cooling, to the starting value U gives

c_final = c(U) e^(−U) + ∫₀^U c_eq e^(−u) du.

For a hot enough start, U is large and the first term is negligible. In the example, starting at 800 K with no vacancies or with the equilibrium number gives the same final result to the digits quoted here.

Now let r = Ef/Ea. Relative to its value at Tf, c_eq is exp[r(x − z)]. To leading order for large x, u = e^(x−z), so c_eq = c_eq(Tf) u^r and

c_final ≈ c_eq(Tf) ∫₀^∞ u^r e^(−u) du = c_eq(Tf) Γ(1 + r).

The next order follows from the expression for u. With s = x − z,

ln u = s + 2 ln(x/z) + ln(1 − 2/z + …) ≈ s + 2s/x − 2/x.

Solving to first order in 1/x gives s = ln u + (2/x)(1 − ln u), and hence

exp(rs) ≈ u^r [1 + (2r/x)(1 − ln u)].

Since ∫₀^∞ u^r e^(−u) ln u du = Γ′(1 + r) = Γ(1 + r)ψ(1 + r), where ψ is the digamma function,

c_final ≈ c_eq(Tf) Γ(1 + r) [1 + (2r/x)(1 − ψ(1 + r))].

For NaCl, r = 2.40/0.80 = 3 and Γ(4) = 6. The correction lowers the factor to 5.41; direct integration of the rate equation gives F = c_final/c_eq(Tf) = 5.42.

The leading factor is the average of u³ over the weight e^(−u). The mean of u is one, but u³ rises so steeply that values of u above one dominate, and the average exceeds one. The integrand u³e^(−u) peaks at u = 3, so the largest contributions come from somewhat higher temperatures, when roughly three relaxation times remained. Counted per kelvin of cooling, the contribution is largest near 645 K, where u is about 3.5. If r = 1, by contrast, Γ(2) = 1 and the leading factor disappears.

The final population can also be expressed by a fictive temperature T*, at which it would be in equilibrium. Setting exp[−(Ef/k)(1/T* − 1/Tf)] = F and using Ef/(kTf) = rx gives

T* = Tf/[1 − (ln F)/(rx)] = 594.7 K/(1 − 1.690/46.83) = 617 K.

The simple criterion is therefore 22 K below T*, an error of about 4% relative to T*. The same difference is a factor of 5.4 in concentration. In this example the criterion is a good estimate of temperature and a poor direct estimate of the number of defects.

The number also scales much more strongly with cooling rate. Since c_eq(Tf) is proportional to e^(−rx),

d ln c_eq(Tf)/d ln q = r/(1 + 2/x) = 2.66.

Near 1 K/s, doubling the rate raises c_eq(Tf) by a factor of about six, while Tf rises by only about 24 K. This power law holds only while the anion vacancies stay a small minority through the freezing range, and the example is near that limit. With intrinsic vacancies included, doubling the rate raises the final number by about 5.3. At 10 K/s the simple expression would give about three times c_d, which contradicts its own assumption.

**From one mode to the crystal between sinks**

At Tf, c_eq = 1.37×10⁻¹⁰. Multiplication by 5.42 gives 7.4×10⁻¹⁰ in the one-mode model. This is far below c_d, as assumed.

In a plate whose faces are held at c_eq(T), the deviation from equilibrium vanishes at the faces and can be expanded in sin(nπz/L), where z is now the position across the plate. A uniform profile equal to one has coefficients 4/(nπ) for odd n, and the mean of each sine is 2/(nπ). Mode n therefore enters the plate average with weight 8/(π²n²) and relaxes with time τ/n².

Its remaining relaxation is u_n = n²u. To leading order c_eq is proportional to u^r = u_n^r n^(−2r), so its final amplitude is smaller by n^(−2r). The ratio of the plate average to the one-mode result is

(8/π²) Σ n^(−2−2r), summed over odd n,

or 0.811 for r = 3. Direct solution of the diffusion equation gives the same value to three digits. With 2.21×10²² anion sites per cm³, the average concentration left is about 1.3×10¹³ cm⁻³ for these plane sinks, with vacancy pairing left out.

**What real NaCl would change**

The energies, entropy and attempt frequency are rough typical values. A dopant level of 0.1 ppm describes an unusually pure crystal, and 1 K/s is brisk cooling for a bulk one.

The shape of the sinks matters a great deal. The worked numbers apply to plane sinks, for example absorbing grain boundaries 10 µm apart. Isolated dislocations are lines, which are harder for a vacancy to reach. With one straight dislocation per L², a density of 10⁶ cm⁻², and a capture radius of 1 nm, τ is about 12 times longer than between the planes. Tf then rises by about 100 K, and the number left grows more than a hundredfold, to about the dopant level. The anion vacancies are then no longer a small minority, and the simple expression for c_eq fails.

Above about 692 K, K_S exceeds c_d² and intrinsic vacancies become important. Including them lowers the final anion-vacancy concentration by 7%, with pairing still left out. Adding the binding of cation vacancies to dopants, with an energy of 0.60 eV, brings it back to within 1% of the simple result. Both comparisons keep τ(T) fixed, and the near-cancellation belongs to these parameters. Where anion vacancies are no longer rare, the more mobile cation vacancies pull them along electrically, and the diffusion coefficient is multiplied by 1 + c/(c_d + c). In a one-mode estimate without dopant binding, this deepens the lowering from 7% to about 12%.

Pairing of anion and cation vacancies is a larger effect. With a binding energy of 0.70 eV, and dopant binding left out, there are 0.51 pairs per free anion vacancy at Tf, and these are not included in the concentration above. If the pairs were immobile and their ratio were held at this value, τ would be longer by a factor of 1.51 and Tf would rise by about 14 K. If the pairs are still immobile but the ratio follows its equilibrium value during cooling, the total left, free and paired together, is about 2.8 times the simple result. Equilibrium favours pairs ever more strongly on cooling, with more than ten per free anion vacancy at 450 K, so most of the anion vacancies that remain would end up paired as long as cation vacancies can still reach them. Mobile pairs would change both the 14 K shift and the factor of 2.8. That factor is also very sensitive to the binding energy, which is only roughly known. The same calculation gives 1.3 for 0.60 eV. For 0.90 eV it gives about 200, a total above the dopant level, where the simple expression for c_eq no longer holds. The pair ratio grows with the number of free cation vacancies, so the effect is stronger in less pure crystals.

The electrostatic screening length at Tf, for a relative permittivity of 6 and with only the cation vacancies counted as mobile charge, is 88 nm. This is small beside 10 µm, which supports treating most of the crystal as neutral; a barrier at charged sinks could still slow the capture of vacancies and is not included.

The estimate gradually loses accuracy as x becomes smaller: the relaxation left at Tf is 0.89 relaxation times here, but would be 0.74 at x = 5. It is unreliable if cooling starts with too little relaxation ahead, or if q changes strongly within the freezing range. It also needs modification when defects disappear mainly by meeting one another, because the relaxation time then depends on their concentration. The main input values and results are collected in the numerical output below.

Table of computed values

```
NaCl anion vacancies, rough typical parameters
Migration energy Ea: 0.80 eV
Schottky energy Ef: 2.40 eV
Schottky entropy / k: 8
Dopant site fraction: 1e-07
Jump distance: 0.40 nm
Attempt frequency: 5e+12 1/s
Sink spacing: 10 um
Cooling rate q: 1 K/s
Diffusion prefactor D0: 0.016 cm2/s
Relaxation prefactor tau0: 6.333e-06 s
Ea/(k q tau0): 1.466e+09
x = Ea/(k Tf): 15.610
Freeze-in temperature Tf: 594.7 K
Tf in Celsius: 321.6 C
tau at Tf: 38.10 s
Numerical d tau/dt at Tf: 1.00000
dTf/d ln q: 33.77 K
Tf at q/10: 525.5 K
Tf at 10q: 683.4 K
Relaxation times left at Tf: 0.8917
Energy ratio r = Ef/Ea: 3.000
Gamma(1+r): 6.000
Final c / c_eq(Tf), corrected formula: 5.409
Final c / c_eq(Tf), rate equation: 5.418
Same, started with no vacancies: 5.418
Fictive temperature T*, rate equation: 617.0 K
Fictive temperature T*, formula: 617.0 K
T* - Tf: 22.3 K
c_eq(Tf), site fraction: 1.369e-10
Final site fraction, one mode: 7.416e-10
Anion site density: 2.21e+22 cm^-3
Final concentration, one mode: 1.639e+13 cm^-3
Plate mean / one mode, diffusion equation: 0.8109
Plate mean / one mode, mode sum: 0.8107
Plate mean concentration: 1.329e+13 cm^-3
Neglected effects
Intrinsic crossover temperature: 692.2 K
Final c factor, intrinsic vacancies: 0.933
Dopant-vacancy binding energy: 0.60 eV
Final c factor, intrinsic + dopant binding: 0.990
Vacancy-pair binding energy: 0.70 eV
Pairs per free anion vacancy at Tf: 0.513
Tf shift if pairs are immobile: 14.3 K
Relative permittivity: 6.0
Screening length at Tf: 87.7 nm
Tf for Ea = 0.75 eV: 559.6 K
Tf for Ea = 0.85 eV: 629.7 K
```
